# First-wafer drift of Cl density and the changing chamber wall

**Q.** After a chamber clean, my first silicon wafer in a chlorine plasma sees a lower Cl density than the wafers that follow. Pressure, feed and power are the same. Why?

**A.** One possible cause is that the wall is not the same. Much of the atomic chlorine is lost when atoms recombine to Cl$_2$ on the wall. Etching silicon releases products, and some of them stay on the wall as a deposit. If the deposit recombines Cl less readily than the clean surface did, each atom lives longer and the density climbs as the deposit spreads. If it recombines Cl more readily, the density falls. The sign therefore belongs to the pair of surfaces, and the cause has to be separated from others, such as a warming wall.

**Q.** What fixes the recombination probability of one surface?

**A.** Take a surface with equivalent adsorption sites. An atom hitting an empty site sticks with probability $s$. An atom hitting a filled site reacts with the adsorbed atom, with probability $r$, and both leave as Cl$_2$. I neglect thermal desorption and reactions between adsorbed atoms. With impinging flux $\Gamma$, site density $N_s$ and filled fraction $\phi$,
$$N_s\frac{d\phi}{dt}=\Gamma\,[\,s(1-\phi)-r\phi\,].$$
In the steady state $s(1-\phi)=r\phi$, so $\phi=s/(s+r)$. An impinging atom fails to return as an atom in both events, so
$$\gamma=s(1-\phi)+r\phi=2r\phi=\frac{2sr}{s+r}.$$
The flux has dropped out. Sticking and reaction are equally frequent, and only reaction releases a molecule, so one Cl$_2$ returns for every two atoms lost.

I choose $s=0.20$, $r=0.05$ for the bare wall and $s=0.06$, $r=0.012$ for the deposit. Then
$$\gamma_b=\frac{2(0.20)(0.05)}{0.25}=0.08,\qquad \gamma_c=\frac{2(0.06)(0.012)}{0.072}=0.02.$$
A simulation of random impacts with these $s$ and $r$ gave 0.0800 and 0.0200.

**Q.** How does the wall get from one value to the other?

**A.** Let $\theta$ be the masked fraction of the wall. Deposit arrives at random, and only the part landing on bare wall masks new area. That part is $1-\theta$, so
$$\frac{d\theta}{dt}=a(1-\theta),\qquad \theta(t)=1-(1-\theta_0)e^{-at}.$$
The rate $a$ is the deposited silicon flux times the area masked per silicon atom. In the example a 300 mm wafer etched at 100 nm/min releases $5.88\times10^{18}$ Si/s. I let 2 % of it stay on a wall of area $A=6283$ cm$^2$, with a masking dose of $2\times10^{15}$ cm$^{-2}$:
$$a=\frac{0.02\times5.88\times10^{18}}{6283\times2\times10^{15}}=0.0094\ \mathrm{s^{-1}},\qquad 1/a=107\ \mathrm{s}.$$
If the patches are small compared with the mean free path, bare and masked areas receive the same flux, and the probabilities average by area:
$$\gamma=\gamma_c+(\gamma_b-\gamma_c)(1-\theta).$$

**Q.** And from $\gamma$ to the lifetime of an atom?

**A.** An atom must first diffuse to the wall and then react there. Let $n$ be the Cl density at the wall, $\bar v$ the mean atomic speed and $J$ the net flux into the wall. In the diffusion approximation the flux towards the wall is $n\bar v/4+J/2$ and the flux away from it is $n\bar v/4-J/2$; their difference is $J$. The fraction $\gamma$ of the arriving flux is lost, so
$$J=\gamma\left(\frac{n\bar v}{4}+\frac J2\right)\quad\Rightarrow\quad J=\beta n,\qquad \beta=\frac{\gamma\bar v}{4(1-\gamma/2)}=\frac{\gamma\bar v}{2(2-\gamma)}.$$

Let a uniform source $S$ per volume feed a cylinder of radius $R$, height $h$ and volume $V$. All atoms produced end on the wall, so $\beta A n_w=SV$, where $n_w$ is the wall-averaged density. Hence
$$\frac{n_w}{S}=\frac{V}{A\beta}=C\,\frac{2-\gamma}{\gamma},\qquad C=\frac{2V}{A\bar v}.$$

The volume average is higher than $n_w$, because a gradient must drive the atoms outwards. For a highly reflecting wall the wall density is nearly uniform, and so is the flux $g=SV/A$. Try $n=n_0-\alpha r^2-\delta z^2$, with $z$ measured from mid-height. The flux is $2D\alpha R$ at the side and $D\delta h$ at the ends. Setting both equal to $g$ gives $\alpha=g/(2DR)$ and $\delta=g/(Dh)$. The profile satisfies the diffusion equation, since
$$-D\nabla^2n=D(4\alpha+2\delta)=g\left(\frac2R+\frac2h\right)=g\frac AV=S.$$

Now compare the averages. The ends hold the fraction $R/(R+h)$ of the wall, the side $h/(R+h)$.

- The average of $r^2$ is $R^2/2$ over the volume and over the ends, but $R^2$ on the side. The wall average is higher by $\frac{h}{R+h}\frac{R^2}{2}$.
- The average of $z^2$ is $h^2/12$ over the volume and over the side, but $h^2/4$ on the ends. The wall average is higher by $\frac{R}{R+h}\frac{h^2}{6}$.

Therefore
$$\bar n-n_w=\alpha\frac{hR^2}{2(R+h)}+\delta\frac{Rh^2}{6(R+h)}=\frac gD\frac{Rh}{R+h}\left(\frac14+\frac16\right).$$
With $V/A=Rh/[2(R+h)]$ and $g=SV/A$ this is $\frac56S(V/A)^2/D$. The lifetime $\tau=\bar n/S$ and the wall-loss frequency $\nu$ are
$$\tau=\frac1\nu=\tau_D+C\,\frac{2-\gamma}{\gamma},\qquad \tau_D=\frac56\frac{(V/A)^2}{D}.$$

**Q.** Does the bare wall reflect well enough for that?

**A.** Well enough for the lifetime, although the wall density is not uniform: on the bare wall it is about a third lower in the corners than at the centre of the ends. The example has $R=25$ cm, $h=15$ cm, 10 mTorr and 500 K, so $V/A=4.69$ cm and $\bar v=5.47\times10^4$ cm/s. For $D$ I take $2.03\times10^4$ cm$^2$/s, the first-order hard-sphere value for Cl in Cl$_2$ with a chosen collision diameter of 0.40 nm. Then $C=0.172$ ms, $\tau_D=0.90$ ms, and
$$\tau_b=0.90+0.172\times\frac{1.92}{0.08}=5.0\ \mathrm{ms},\qquad \tau_c=0.90+0.172\times\frac{1.98}{0.02}=17.9\ \mathrm{ms}.$$
A two-dimensional numerical solution of the same diffusion problem gives 4.92 and 17.85 ms. The formula is 2 % too long for the bare wall, which raises its calculated Cl density by about 1 %. The loss frequencies are $\nu_b=199$ s$^{-1}$ and $\nu_c=56$ s$^{-1}$.

**Q.** The loss frequency falls by a factor of 3.6. Should I expect 3.6 times as much Cl?

**A.** No, because the atoms are made from Cl$_2$, and the Cl$_2$ is used up. Let $n_1$ and $n_2$ be the mean densities of Cl and Cl$_2$, $K$ the dissociation frequency of Cl$_2$, $F$ the feed of Cl$_2$ per volume, and $\nu_p$ the pumping frequency. With these two species alone,
$$0=2Kn_2-\nu n_1-\nu_pn_1,$$
$$0=F-Kn_2+\tfrac12\nu n_1-\nu_pn_2.$$
Half the first line plus the second gives $F=\nu_p(n_2+n_1/2)$: the pump removes as much chlorine as is fed. The throttle valve keeps $n_1+n_2=N=p/k_BT$ fixed. With $x=n_1/N$ and $f=F/N$,
$$\nu_p=\frac{f}{1-x/2},\qquad 2K(1-x)=(\nu+\nu_p)x.$$
Write $\nu_p=2f/(2-x)$ and multiply by $2-x$:
$$2K(2-3x+x^2)=\nu(2x-x^2)+2fx,$$
$$(2K+\nu)x^2-(6K+2\nu+2f)x+4K=0.$$
The left side is $4K>0$ at $x=0$ and $-\nu-2f<0$ at $x=1$, so the smaller root is the physical one.

I take $K=100$ s$^{-1}$, from an electron density of $5\times10^{10}$ cm$^{-3}$ and a rate coefficient of $2\times10^{-9}$ cm$^3$/s. This coefficient rises steeply with electron temperature. The chosen value suits electrons well below 3 eV, probably too cool to sustain this discharge; I use it as a low value that makes the effect of the wall easy to see. A feed of 100 sccm gives $f=7.9$ s$^{-1}$. For the bare wall,
$$399.2\,x^2-1014.1\,x+400=0\quad\Rightarrow\quad x_b=\frac{1014.1-624.2}{798.4}=0.488.$$
For the coated wall,
$$255.9\,x^2-727.6\,x+400=0\quad\Rightarrow\quad x_c=\frac{727.6-346.3}{511.8}=0.745.$$
With $N=1.93\times10^{14}$ cm$^{-3}$, the Cl density rises from $0.94\times10^{14}$ to $1.44\times10^{14}$ cm$^{-3}$, or by 53 %.

**Q.** Is there a simple measure of how strongly the plasma feels its wall?

**A.** Differentiate $2K(1-x)/x=\nu+\nu_p$. Since $d\nu_p/dx=2f/(2-x)^2=\nu_p/(2-x)$,
$$-\frac{2K}{x^2}dx=d\nu+\frac{\nu_p}{2-x}dx\quad\Rightarrow\quad\frac{d\ln x}{d\ln\nu}=-\frac{\nu}{2K/x+x\nu_p/(2-x)}.$$
Next, $\tau=\tau_D-C+2C/\gamma$ gives $d\tau/d\ln\gamma=-2C/\gamma$, and $d\ln\nu=-d\tau/\tau$. So
$$\frac{d\ln x}{d\ln\gamma}=-\frac{2C\nu}{\gamma}\;\frac{\nu}{2K/x+x\nu_p/(2-x)}.$$
Every factor after the minus sign is positive, which proves the sign rule within this model at fixed $K$, $f$ and $N$. When pumping and diffusion are negligible and $\gamma\ll1$, the first factor is 1 and $\nu x=2K(1-x)$. The sensitivity is then $-(1-x)$: it is the remaining Cl$_2$ fraction that lets the density respond.

In the example the full formula gives $-0.41$ for the bare wall and $-0.19$ for the coated one. Holding all else fixed, the ratio of coated to bare density is 2.7 at one tenth of this $K$ and 1.07 at ten times this $K$. A strongly dissociated plasma hides the change of its wall.

**Q.** You use steady-state balances for something that drifts. Is that safe?

**A.** The times are far apart. A disturbance of $\phi$ decays at the rate $\Gamma(s+r)/N_s$. With $N_s=10^{15}$ cm$^{-2}$ and $\Gamma\approx n_1\bar v/4$, this takes about 7 ms on the coated wall. While $x$ changes, the valve still holds the total density fixed, so the sum of the two time-dependent balances gives $\nu_p=f+K(1-x)-\nu x/2$. With the adsorbed atoms in balance, $dx/dt=2K(1-x)-\nu x-\nu_px$, and differentiating the right side with respect to $x$ shows that a small disturbance of $x$ decays at the rate $(2K+\nu)(1-x/2)+\nu_p$. That means about 3 ms on the bare wall and 6 ms on the coated one. The wall needs about 100 s. I also integrated gas, adsorbed atoms and wall together, without the steady-state assumption. After the first second the density differed from the quasi-steady value by at most 0.002 %.

Starting from a bare wall with the plasma kept on, the run gives:

| Time (s) | $\theta$ | $\gamma$ | Cl density ($10^{14}$ cm$^{-3}$) |
|---|---|---|---|
| 1 | 0.01 | 0.079 | 0.95 |
| 60 | 0.43 | 0.054 | 1.10 |
| 120 | 0.67 | 0.040 | 1.22 |
| 300 | 0.94 | 0.024 | 1.39 |

**Q.** So can I read the wall's time constant directly from the Cl signal?

**A.** Not from its half-time. Half the wall is masked at $\ln2/a=74$ s, but half the density change is reached only at 106 s. To see why, hold $\nu_p$ at its value for the midpoint density. It changes by about a fifth between the two walls, but it is small beside $2K$. Put $G=2K+\nu_p$ and $Q=\tau_D-C$. Then $\nu=\gamma/(2C+Q\gamma)$ and
$$x=\frac{2K}{G+\nu}=\frac{2K(2C+Q\gamma)}{2CG+(1+GQ)\gamma}=\frac{2K}{1+GQ}\,\frac{2C+Q\gamma}{\gamma+\gamma_x},\qquad \gamma_x=\frac{2CG}{1+GQ}.$$
The last numerator equals $Q(\gamma+\gamma_x)+2C-Q\gamma_x$, and $2C-Q\gamma_x=2C/(1+GQ)$. So $x$ is a constant plus a positive multiple of $1/u$, where $u=\gamma+\gamma_x$. At the density midpoint $1/u$ is halfway between its end values:
$$u_h=\frac{2u_bu_c}{u_b+u_c},\qquad u_h-u_c=\frac{u_c(u_b-u_c)}{u_b+u_c}.$$
For a wall that starts bare, $u-u_c=(u_b-u_c)e^{-at}$. Comparison gives $e^{-at}=u_c/(u_b+u_c)$, or
$$t_{1/2}=\frac1a\ln\left(1+\frac{\gamma_b+\gamma_x}{\gamma_c+\gamma_x}\right).$$
Here $\gamma_x=0.063$, so $t_{1/2}=107\times\ln(1+0.143/0.083)=107$ s, within about 1 % of the full integration. The first masked patches matter less because there is still plenty of recombining wall. If the deposit recombines more than the bare wall, the ratio is below one and the density leads the composition.

**Q.** My wafers run for 60 s each. What would I see from one to the next?

**A.** Suppose the wall does not change between plasmas and is not cleaned. The mean Cl densities during wafers 1 to 6 are then 1.02, 1.16, 1.26, 1.33, 1.37 and 1.40, in units of $10^{14}$ cm$^{-3}$. The first lies 29 % below the fully coated value.

Cleaning changes this. Let each clean leave a fraction $m$ of the masked area, and let $q=e^{-at_w}$ for plasma time $t_w$. A wafer starting at $\theta_s$ ends at $1-(1-\theta_s)q$. In a repeating cycle $\theta_s=m\theta_e$, so
$$\theta_e=1-q+qm\theta_e\quad\Rightarrow\quad\theta_e=\frac{1-q}{1-qm}.$$
With $q=0.570$ and $m=0.5$, $\theta_e=0.60$. The first wafer, on a bare wall, then has a mean density 6 % below that of the second and about 8 % below that of the later ones. With $m=0$ every wafer starts on the same bare wall, and the difference between wafers vanishes. The drift within each wafer remains: from $0.94$ to $1.10\times10^{14}$ cm$^{-3}$, or 16 %. With $m=1$ the wall approaches full coverage, because the masking law lets nothing remove the deposit while the plasma is on; on a real wall, etching of the deposit by Cl and ions can hold the coverage below one. A first-wafer effect of this kind thus needs a wall that remembers earlier wafers.

**Q.** How do I know the coating is responsible, and not something that merely changes with it?

**A.** In the model one can intervene. With the composition frozen, the density was constant between 1 and 300 s. It was also constant when deposit grew but had the same $s$ and $r$ as the bare wall. With the two surfaces exchanged, it fell to 0.67 of its starting value. The drift therefore requires both a changing composition and a difference in recombination.

In your chamber, wall temperature is a rival. Suppose the wall warms from 320 to 340 K and recombination has an activation energy of 0.05 eV, both assumed values. If $\gamma$ as a whole follows this barrier, it rises by 11 % and the bare-wall density falls by 4 %; if only $r$ does, the changes are 9 % and about 3.5 %. Both oppose the drift in the example, but this sign rests on neglecting thermal desorption. With an assumed desorption energy of 0.75 eV and attempt frequency of $10^{13}$ s$^{-1}$, the same warming lowers $\gamma$ from 0.076 to 0.071, and a warming wall then raises the Cl density just as the deposit does. A change in electron density acts through $K$: 10 % more $K$ raises the bare-wall density by 5 % and the coated-wall density by 2 %. A useful comparison is to coat the wall before the first wafer while keeping its thermal history the same. If the drift stays, and the coat has the composition the wafers would deposit and keeps it during the plasma, wall composition is unlikely to be its main cause.

**Q.** How close is your example to a real etcher?

**A.** The chamber size, pressure, feed and electron density are rough values for an inductively coupled silicon etcher. The recombination probabilities are less certain, since they depend on wall material, temperature and history. The dissociation frequency is probably too low, and it controls the size of the effect: the rise from bare to coated is about 21 % at three times this $K$ and only about 13 % at five times. I also hold $K$ fixed while Cl$_2$ turns into Cl. At fixed power the electron density and temperature would respond to the new gas composition, so the real drift can differ in size from the one calculated here. The deposited fraction and masking dose are guesses that set the clock: halving $a$ doubles all drift times. The assumption of a gas of Cl and Cl$_2$ alone is broken as well. At 100 nm/min, etching uses 26 % of the fed chlorine. Including that loss, with the product leaving as SiCl$_4$ and no recombination on the wafer, lowers $x$ to 0.44 and 0.68. Both densities drop by about 9 %, but the rise from bare to coated hardly changes, at 52 % instead of 53 %. Further dissociation of the product is still left out. So is the cooling of the gas near the wall: I use 500 K everywhere, although a wall at 320 to 340 K would change the density and speed of the atoms close to it.

The other corrections I sized are smaller:

- If all positive ions were Cl$^+$ and returned from the wall as Cl$_2$, $x$ would be 0.47 and 0.72. This takes an edge-to-mean density ratio of 0.4 and an electron temperature of 3 eV, which is high for the chosen $K$ and so overstates the ion speed. It also takes as many positive ions as electrons; negative ions, which chlorine forms readily, would make the positive ions more numerous.
- Two atoms lost at the wall return as one molecule, so the gas as a whole drifts towards the wall. This lowers the bare-wall density by about 2 %.
- An electron density peaked at the centre, with the shape of the lowest diffusion mode and the same mean $K$, lowers the bare-wall density by about 5 % and the coated-wall density by about 4 %. The atoms are born farther from the wall, which alone would raise the bare-wall density by 5 %, but Cl$_2$ is depleted where the electrons are densest, and that loss is larger.
- With half the wall masked, putting all the deposit on the lower half instead of spreading it evenly raises the density by 2 to 3 %.
- If the deposition rate is proportional to the Cl density and reaches the value used here only at the coated-wall density, the first-wafer mean drops by 2 %.
- Recombination in the gas, with an assumed coefficient of $10^{-32}$ cm$^6$/s, is about $10^{-5}$ of the wall loss.

None of these reverses the drift in the example. A deposit with a larger $\gamma$ than the clean wall would, so the two recombination probabilities are the first thing to measure. The remaining values are in the numerical output.

## Computed values

```
Chamber R, h: 25, 15 cm; gas 10 mTorr, 500 K
Feed 100 sccm Cl2; wafer plasma time 60 s
n_e 5.0e+10 cm^-3; k_diss 2.0e-09 cm^3/s; K 100 s^-1
Bare s, r: 0.2, 0.05; coated s, r: 0.06, 0.012
Site density 1.0e+15, mask dose 2.0e+15 cm^-2
Si etch 100 nm/min; fraction deposited 0.02
V 29452 cm^3; A 6283.2 cm^2; V/A 4.688 cm
N 1.931e+14 cm^-3; mean Cl speed 5.465e+04 cm/s
Collision diameter 0.4 nm; D 2.031e+04 cm^2/s
Feed frequency f 7.872 s^-1; Si removal 5.883e+18 s^-1
Masking rate a 0.009364 s^-1; 1/a 106.8 s
gamma bare, coated: 0.08, 0.02
gamma by random impacts: 0.0800, 0.0200
Masked fraction, islands and law: 0.6739, 0.6753
C 0.1716 ms; tau_D 0.9018 ms
tau_D from 2D diffusion: 0.8988 ms
Lifetime bare, formula and 2D: 5.019, 4.921 ms
Lifetime coated, formula and 2D: 17.89, 17.85 ms
Wall loss nu bare, coated: 199.2, 55.91 s^-1
Atom fraction x bare, coated: 0.4882, 0.7450
Cl density bare, coated: 9.429e+13, 1.439e+14 cm^-3
Rise of Cl density, bare to coated: 52.6 %
dln x/dln gamma bare, coated: -0.4122, -0.1944
Coated/bare density ratio at 0.1 K: 2.6814
Coated/bare density ratio at 10 K: 1.0688
Adsorbate relaxation time, coated: 7.07 ms
Largest quasi-steady error after 1 s: 0.002 %
Composition half-time: 74.02 s
Density half-time, full and formula: 105.96, 107.03 s
Crossover gamma_x: 0.06283
t 1 s: theta 0.009, gamma 0.0794, n_Cl 9.456e+13 cm^-3
t 30 s: theta 0.245, gamma 0.0653, n_Cl 1.022e+14 cm^-3
t 60 s: theta 0.430, gamma 0.0542, n_Cl 1.095e+14 cm^-3
t 120 s: theta 0.675, gamma 0.0395, n_Cl 1.216e+14 cm^-3
t 300 s: theta 0.940, gamma 0.0236, n_Cl 1.390e+14 cm^-3
Wafer means 1-6, 1e14 cm^-3: 1.021, 1.159, 1.261, 1.330, 1.375, 1.401
Wafer 1 mean against seasoned wall: -29.02 %
Repeating end theta, half clean: 0.6012
Wafer 1 gap, full and half clean: 0.00, -8.20 %
Control end/start: frozen 1.0000, equal 1.0000, swapped 0.6715
With etching, x bare, coated: 0.4435, 0.6758
With etching, SiCl4 fraction coated: 0.1001
Share of fed Cl used by etching: 26.3 %
Ion bound (3 eV, edge ratio 0.4), x: 0.4729, 0.7221
K up 10 %, coated density shift: 2.31 %
Lower half coated vs even, density shift: 2.76 %
Centre-peaked source, bare density shift: 5.07 %
Lifetime formula error in bare density: 0.96 %
Deposition feedback, wafer 1 mean shift: -2.37 %
Wall 320 to 340 K, 0.05 eV: gamma x 1.1126, density -4.37 %
Gas/wall recombination (1e-32 cm^6/s): 9.9e-06
```
